\section*{Radical flux in a blind pore: ring equations against Knudsen diffusion}

\section{Two errors of opposite sign}

A blind pore of radius 1 nm and depth 100 nm removes a radical with probability 0.01 at each wall hit. Knudsen diffusion with the full flux imposed at the mouth says that 23.1\% of the entering radicals are lost inside. Solving for the free flights gives 19.8\%. At a depth of 20 nm the diffusion profile is 21\% above the true wall flux; at 80 nm it is 24\% below it. One boundary error at the mouth cannot produce both signs. The ring scheme below separates the causes.

The pore is a straight cylinder, open at $z=0$ and closed by a flat floor at $z=L$. Radicals enter with a cosine angular distribution and flux $\Gamma_0$. They fly straight between surfaces without meeting each other or the gas. Every hit, on wall or floor, removes the radical with the same probability $s$; otherwise it leaves at once from the same point, again with a cosine distribution. The state is steady. The unknown $J$ is the flux striking a surface divided by $\Gamma_0$, so a surface emits $(1-s)J$.

\section{View factors from one function}

For surfaces 1 and 2 define the exchange area
\begin{equation}
E_{12}=\iint\frac{\cos\theta_1\cos\theta_2}{\pi\rho^2}\,dA_1dA_2 ,
\end{equation}
where $\rho$ is the distance between the two elements. An emitted flux $e_1$ then delivers $e_1E_{12}$ radicals per unit time to surface 2, and $E_{12}=E_{21}$.

Take two coaxial discs of radii $a,b$ at distance $h$, and put $u=a^2$, $v=b^2$, $Q=u+v+h^2$. Both cosines are $h/\rho$, with $\rho^2=Q-2ab\cos\phi$. The area elements are $2\pi a\,da=\pi\,du$ and $b\,db\,d\phi=\tfrac12dv\,d\phi$. Differentiating $\int_0^{2\pi}d\phi/(Q-B\cos\phi)=2\pi(Q^2-B^2)^{-1/2}$ with respect to $Q$ gives the integral with the squared denominator, so
\begin{equation}
\frac{\partial^2S}{\partial u\,\partial v}
=\frac{h^2}{2}\int_0^{2\pi}\frac{d\phi}{(Q-2ab\cos\phi)^2}
=\frac{\pi h^2Q}{W^3},\quad W=\sqrt{Q^2-4uv}.
\end{equation}
The function with this derivative that vanishes when either disc shrinks to a point is
\begin{equation}
S(a,b;h)=\frac{\pi}{2}(Q-W)=\frac{2\pi a^2b^2}{Q+W}. \label{S}
\end{equation}
To check it, use $\partial_uW=(Q-2v)/W$. Then
\begin{align}
\partial_v\partial_uW&=-\frac{W^2+(Q-2v)(Q-2u)}{W^3}\nonumber\\
&=-\frac{2Q(Q-u-v)}{W^3}=-\frac{2Qh^2}{W^3},
\end{align}
and multiplication by $-\pi/2$ gives the required result.

Since $\cos\theta_2\,dA_2/\rho^2$ is a solid angle, the exchange area measures a set of straight lines, and this measure does not depend on where along a line it is taken. Ring factors follow by counting lines. Write $S(h)=S(R,R;h)$ and let ring $i$ occupy $[z_i,z_{i+1}]$. A line from ring $i$ to a deeper ring $j$ crosses the sections at $z_{i+1}$ and $z_j$, but not those at $z_i$ and $z_{j+1}$:
\begin{align}
E_{ij}={}&S(z_j-z_{i+1})-S(z_j-z_i)\nonumber\\
&-S(z_{j+1}-z_{i+1})+S(z_{j+1}-z_i). \label{ring}
\end{align}
Lines leaving ring $i$ through one end have measure $\pi R^2-S(\Delta z)$: all lines through that end section, less those that also cross the other. With $A_i=2\pi R\Delta z$,
\begin{equation}
E_{ii}=A_i-2[\pi R^2-S(\Delta z)].
\end{equation}
The mouth factor is $M_i=S(z_i)-S(z_{i+1})$. For a floor annulus $[a_m,a_{m+1}]$, put $S_m(h)=S(a_m,R;h)$. Then
\begin{align}
M_m&=S_{m+1}(L)-S_m(L),\\
E_{im}&=[S_{m+1}-S_m](L-z_{i+1})-[S_{m+1}-S_m](L-z_i).
\end{align}

\section{The linear system}

Arrivals at each patch come from the mouth and from re-emission:
\begin{equation}
A_iJ_i=M_i+(1-s)\sum_jE_{ij}J_j. \label{system}
\end{equation}
Every line leaving a patch ends on a patch or at the mouth, so $\sum_jE_{ij}=A_i-M_i$. Also $\sum_iM_i=\pi R^2$. Summing (\ref{system}) over $i$ gives the balance
\begin{equation}
s\sum_iA_iJ_i+(1-s)\sum_iM_iJ_i=\pi R^2,
\end{equation}
which is loss plus escape equals inflow. In the example it holds to $10^{-15}$.

\begin{verbatim}
edges z[0..N], floor radii a[0..m]
T[p,q] = S(R,R,|z[p]-z[q]|)      # stable form of S
E[i,j] = T[i+1,j]-T[i,j]-T[i+1,j+1]+T[i,j+1]
E[i,i] += 2 pi R dz
append floor rows and columns; build M and A
solve (diag(A)-(1-s)E) J = M
uptake = s sum(A J)/(pi R^2)
check uptake + (1-s) sum(M J)/(pi R^2) = 1
halve dz and compare J at all depths needed
\end{verbatim}

The matrix $B=\mathrm{diag}(A)-(1-s)E$ is symmetric with non-positive off-diagonal entries. Its row sums are $sA_i+(1-s)M_i>0$. It is therefore strictly diagonally dominant and positive definite, and its inverse has no negative entries. Hence $J\ge0$. Applying $B$ to $1-J$ gives $s(A_i-M_i)\ge0$, so $J\le1$. Even $s=0$ is solvable, with $J=1$ everywhere: a lossless blind pore fills to the entering flux.

Dense storage is $8N^2$ bytes, about 46 MB for 2400 rings, and a Cholesky solution costs about $N^3/6$ multiply-add pairs. Equal rings make the wall block depend on $|i-j|$ alone, so fast Fourier transforms can apply it in $O(N\log N)$ operations. Plain iteration of (\ref{system}) shrinks the largest error by at least the factor $1-s$ per sweep; for small $s$ this guarantee requires of order $1/s$ sweeps for each factor $e$.

\section{Numerical failure modes}

The first is cancellation. For $h\gg R$, $S\simeq\pi R^4/h^2$, while the second difference (\ref{ring}) is about $6\pi R^4\Delta z^2/h^4$. The form $\frac{\pi}{2}(Q-W)$ carries a rounding error of order $\frac{\pi}{2}\epsilon h^2$, where $\epsilon$ is machine precision, hence a relative error $\epsilon h^6/(12R^4\Delta z^2)$ in $E_{ij}$. At $h=100R$ and $\Delta z=R/24$ this is about 1\% in double precision. The quotient in (\ref{S}) reduces it to order $\epsilon h^2/(6\Delta z^2)$, about $2\times10^{-10}$.

The second is artificial transport. A radical that lands somewhere in a ring is re-emitted from a random place in it. Landing and emission positions each have variance $\Delta z^2/12$, so every flight gains a mean-square step of $\Delta z^2/6$. Comparing rings of width $0.3R$ and $0.1R$, the factors give an extra $0.01331R^2$; the law gives $(0.09-0.01)R^2/6=0.01333R^2$. The true mean-square flight is $8R^2/3$, as shown below, and the decay length $\lambda$ varies as its square root. Thus
\begin{equation}
\frac{\delta\lambda}{\lambda}\simeq\frac12\,\frac{\Delta z^2/6}{8R^2/3}
=\frac{\Delta z^2}{32R^2},\qquad
\frac{\delta J}{J}\simeq\frac z\lambda\,\frac{\Delta z^2}{32R^2}
\end{equation}
for an exponential profile. A mesh that is adequate at the mouth may fail deep inside. The growth with depth lasts only while the profile is exponential; where rare long flights take over (see below) the error falls again, so meshes must be compared over the whole range and not at the deepest point alone. Between depths of 0.5 and 90 nm, the largest relative change is $3.1\times10^{-3}$ from 600 to 1200 rings and $7.6\times10^{-4}$ from 1200 to 2400. The ratio of about four confirms second order.

As a separate check of geometry and solution, 300\,000 radicals were traced in three dimensions. Their losses in seven depth intervals agree with the rings within 1.3 standard deviations, and their uptake is 0.1974 against 0.1979.

\section{What Knudsen diffusion assumes}

For thin rings (\ref{ring}) becomes a second derivative. The probability density of an axial flight $z$ from the wall, and the probability of reaching the mouth from depth $z$, are
\begin{equation}
K(z)=\frac{S''(|z|)}{2\pi R},\qquad F(z)=\int_z^\infty K\,dz'=-\frac{S'(z)}{2\pi R}.
\end{equation}
With $h=2R\sinh t$, equation (\ref{S}) reduces to $S=\pi R^2e^{-2t}$. Hence $F(0)=\tfrac12$, $K$ integrates to one over both directions, and
\begin{equation}
\ell\equiv\int_0^\infty\frac{S}{\pi R^2}dh
=2R\int_0^\infty e^{-2t}\cosh t\,dt=\frac{4R}{3}.
\end{equation}
Two integrations by parts give the mean-square flight, $\int z^2K\,dz=(2/\pi R)\int_0^\infty S\,dh=8R^2/3$.

Consider a section far from both ends, with $s\ll1$ so that emission is nearly $J$. The fraction of the downward stream emitted between distances $h$ and $h+dh$ above the section is $-S'(h)dh/(\pi R^2)$, whose mean distance is $\ell$. If $J$ is linear over the important flights, the downward stream is $J-\ell J'$ and the upward one $J+\ell J'$. The net flux, in units of $\Gamma_0$, is their difference:
\begin{equation}
j=-2\ell J'=-\frac{8R}{3}J'. \label{fick}
\end{equation}
With $\Gamma=n\bar v/4$, where $n$ is density and $\bar v$ mean speed, this is the Knudsen coefficient $D=2R\bar v/3$. Wall loss requires $\pi R^2j'=-2\pi RsJ$, so
\begin{equation}
J''=\frac{3s}{4R^2}J=\frac{J}{\lambda^2},\qquad \lambda=\frac{2R}{\sqrt{3s}}. \label{lambda}
\end{equation}
At the floor, $j(L)=sJ(L)$ to leading order in $s$. Imposing $J(0)=1$ gives
\begin{equation}
J_K=\frac{\cosh x+\varepsilon\sinh x}{\cosh(L/\lambda)+\varepsilon\sinh(L/\lambda)},
\quad x=\frac{L-z}{\lambda},\quad \varepsilon=\frac{3s\lambda}{8R}. \label{JK}
\end{equation}
The value of $\varepsilon$ follows from $-(8R/3)J'(L)=(8R/3)(\varepsilon/\lambda)J(L)=sJ(L)$.

The condition $J(0)=1$ sets the total wall flux at the edge equal to the flux entering the mouth. But an edge element sees the mouth over only half its view, since $F(0)=\tfrac12$; the other half is supplied by the depleted pore. What is known at the mouth is the downward stream, which equals one. Using its diffusion form gives a corrected condition,
\begin{equation}
J(0)-\tfrac{4R}{3}J'(0)=1. \label{robin}
\end{equation}

\section{The edge flux of a long pore}

The edge value can be found without the gradient approximation. In a semi-infinite pore with $0<s<1$ and $c=1-s$,
\begin{equation}
J(z)=F(z)+c\int_0^\infty K(z-z')J(z')dz'. \label{integral}
\end{equation}
Write the integral operator as $\mathcal K$ and introduce the bounded solution of $\psi=1+c\mathcal K\psi$. It is the expected number of flights of a radical started at depth $z$ before it is lost or escapes. This number rises with depth to $\psi(\infty)=1/s$, because escape becomes negligible.

Differentiate the equation for $\psi$, replace $\partial_zK(z-z')$ by $-\partial_{z'}K(z-z')$, and integrate by parts:
\begin{equation}
\psi'=c\,\mathcal K\psi'+c\,\psi(0)K(z).
\end{equation}
Multiply by $\psi$ and integrate over $z>0$. On the left, the symmetry of $K$ lets $\mathcal K$ act on $\psi$ instead of $\psi'$:
\begin{align}
\int_0^\infty\psi'(\psi-c\mathcal K\psi)dz&=\int_0^\infty\psi'dz=\psi(\infty)-\psi(0),\\
c\,\psi(0)\int_0^\infty K\psi\,dz&=\psi(0)[\psi(0)-1].
\end{align}
Equating the right-hand sides gives $\psi(0)^2=\psi(\infty)=1/s$.

The flux is $J=(1-s\psi)/c$. To verify this, note that $\mathcal K1=1-F$. Then
\begin{equation}
F+c\mathcal KJ=F+(1-F)-s\,\frac{\psi-1}{c}=\frac{1-s\psi}{c}=J.
\end{equation}
Therefore
\begin{equation}
J(0)=\frac{1-\sqrt s}{1-s}=\frac{1}{1+\sqrt s}. \label{edge}
\end{equation}
Relative to the true edge flux, the usual Knudsen value is too high by $\sqrt s$. The rings give 0.9091, 0.7597 and 0.5858 for $s=0.01$, 0.1 and 0.5, in agreement with (\ref{edge}) to all printed digits. As $s\to1$ the value tends to $\tfrac12$, the direct view of the mouth. In a blind pore the result needs a floor far enough away that few radicals return from it.

In a long pore (\ref{robin}) gives $J(0)=1/(1+4R/3\lambda)=1/(1+2\sqrt{s/3})$. This has the right power of $s$ but a coefficient 1.155 instead of 1.

\section{Reading the profile}

For the example, $\lambda=2/\sqrt{0.03}=11.55$ nm. The usual diffusion uptake is $8R/(3\lambda)=2.667/11.55=0.231$, since the floor is nearly nine decay lengths away. The ring result 0.198 is smaller because the true wall flux is smaller over most of the active depth.

The excess of $J_K$ over the ring flux is 10\% at the edge, 16\% at 5 nm, 19\% at 10 nm and 21\% at 20 nm. This error does not show where the transport law itself fails, because a wrong amplitude is carried inward. A local test divides the true current through a section, found by adding all losses below it, by the Fick current (\ref{fick}) computed from the true slope. The ratio is about 0.8 at the mouth and at 1 nm, 0.92 at 5 nm and 0.97 at 10 nm. The local law thus fails most strongly within a few radii of the opening, and the deficit fades slowly: for a linear profile the wall missing beyond distance $z$ would have carried about $|J'|\int_z^\infty S\,dh/(\pi R^2)\simeq|J'|R^2/z$, a fraction $3R/8z$ of the Fick current, or 7.5\% at 5 nm and 3.8\% at 10 nm. Near the opening the failure is larger. There some or all of the wall above the section that its derivation assumed is missing, and the profile is not linear over the important flights.

Condition (\ref{robin}) repairs much of the amplitude. Over the first three decay lengths the root-mean-square relative error falls from 19.0\% to 6.9\%. The corrected profile is 1.4\% low at the edge and 8\% high at 20 nm. Near the mouth the true flux falls faster than an exponential of length $\lambda$, so no choice of amplitude alone fits both depths. The flux falls to 10\% at 24.4 nm by rings, 26.6 nm by the usual profile and 25.3 nm by the corrected one.

The small-$s$ limit is approached slowly. Reducing $s$ fourfold and doubling $L$, which keeps $L/\lambda$ fixed, lowers the largest error of $J_K$ over two decay lengths from 0.100 to 0.059, in units of the entering flux. The edge error alone nearly halves.

\section{The second failure, deep inside}

The current-to-Fick ratio passes one between 10 and 20 nm, then rises to 1.15 at 40 nm and 2.15 at 80 nm. The true flux overtakes $J_K$ at 64 nm. The mouth correction cannot cure this: it lowers a profile that is already too low there.

The cause of such a failure in a very deep pore is the tail of the flight distribution. From $S\simeq\pi R^4/h^2$ follow $F\simeq R^3/z^3$ and $K\simeq3R^3/z^4$. The mean-square flight is finite, but the fourth moment diverges, so the gradient expansion has no ordinary next term. Equation (\ref{integral}) also says that $J(z)$ is the probability that a radical started on the wall at $z$ escapes, if it survives each wall hit with probability $c$. Far from the mouth it makes on average $1+c+c^2+\cdots=1/s$ flights, mostly near its starting depth. Each reaches the mouth directly with probability near $F(z)$. To leading order for $z\gg\lambda$,
\begin{equation}
J(z)\simeq\frac{R^3}{s z^3}. \label{tail}
\end{equation}
This counting argument is not a proof, but the rings support it: for $s=0.2$ and $L=300R$, $Jsz^3/R^3$ is 1.13 at $50R$ and 1.05 at $100R$.

The 100 nm example has not reached this limit. At 80 nm (\ref{tail}) gives $2.0\times10^{-4}$, while the ring flux is $1.33\times10^{-3}$. At the floor the rings give $1.18\times10^{-3}$ against $3.3\times10^{-4}$ from diffusion, and direct flight from the mouth supplies only $1.0\times10^{-4}$. Most of the radicals reaching the floor have therefore struck a surface at least once before.

\section{Use for a porous low-k film}

The dimensions represent, roughly, a pore in a porous organosilicate film exposed to an oxygen strip plasma. At 400 K and 100 mTorr, with an assumed 5\% atomic oxygen, the density is $1.2\times10^{14}$ cm$^{-3}$ and the mean speed 728 m/s. The entering flux is $n\bar v/4=2.2\times10^{18}$ cm$^{-2}$s$^{-1}$. The loss probability is a round assumption; it depends on surface chemistry and may differ greatly. The gas mean free path, 0.76 mm, and the mean pore content, about $8\times10^{-4}$ gas particles of all kinds if the whole pore is filled to the outside gas density, justify neglecting gas collisions. Other assumptions are weaker. An atomic radius of 0.15 nm reduces the 10\% depth from 24.4 to 20.8 nm at fixed $s$. Making 10\% of reflections specular raises the traced uptake from 0.197 to 0.213. With an assumed adsorption energy of 0.15 eV, a hop barrier of 0.075 eV and equal attempt rates for hopping and desorption, a stay on the wall contains about $e^{(0.15-0.075)/0.0345}=8.8$ hops. If each is 0.3 nm long in a random direction on the surface, they add $8.8\times0.3^2/2=0.40$ nm$^2$ to the mean-square axial flight of 2.67 nm$^2$. With $s$ counted per stay, this lengthens $\lambda$ by about 7\%. That adsorption energy is $4.4k_BT$, and half the pore area lies within 0.3 nm of the wall, so straight flight is itself doubtful; its effect on the depth is not computed here. Real pores also bend and branch. If the path were 1.5 times the film depth and transport along it unchanged, 24 nm of path would reach 16 nm into the film.

Steadiness depends on the loss mechanism. With $5\times10^{14}$ reactive sites per cm$^2$, each consumed by one lost radical, sites at the mouth last about $5\times10^{14}/(0.01\times2.2\times10^{18})=0.023$ s. Gas spreading over $\lambda$ takes 0.3 ns, without surface residence. The flux therefore follows the surface closely, but $s$ changes as methyl groups disappear: the profile is a snapshot, and 24 nm is not a final damage depth. To follow damage or a later repair vapour, $s$ must become a ring-dependent $s_j$ inside the sum in (\ref{system}), updated after each time step. For catalytic recombination with constant $s$ the steady solution applies directly. The numerical output gives the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
disc exchange area: direct 0.628319, formula 0.628319
ring exchange area: direct 0.300587, formula 0.300587
second moment of flight length = 2.6667 R^2
mean distance back to last wall hit = 1.3333 R
extra mean-square step, rings 0.3 R against 0.1 R: 0.01331 R^2, law 0.01333 R^2
R = 1.0 nm, L = 100 nm, s = 0.01
wall rings = 2400, floor rings = 5
Knudsen decay length = 11.55 nm
balance error = 8.9e-16
largest relative change, 600 to 1200 rings = 3.1e-03
largest relative change, 1200 to 2400 rings = 7.6e-04
rays = 300000, worst bin deviation = 1.27 sigma
edge flux, s=0.01: rings 0.9091, law 0.9091
edge flux, s=0.1: rings 0.7597, law 0.7597
edge flux, s=0.5: rings 0.5858, law 0.5858
depth nm | rings | Knudsen | mouth-corrected | current/Fick
   0 | 0.90908 | 1.00000 | 0.89648 | 0.808
   1 | 0.81955 | 0.91704 | 0.82211 | 0.802
   2 | 0.74096 | 0.84097 | 0.75391 | 0.847
   5 | 0.55701 | 0.64855 | 0.58142 | 0.918
  10 | 0.35354 | 0.42062 | 0.37708 | 0.968
  20 | 0.14658 | 0.17692 | 0.15861 | 1.027
  40 | 0.02680 | 0.03130 | 0.02806 | 1.147
  60 | 0.00534 | 0.00554 | 0.00497 | 1.390
  80 | 0.00133 | 0.00101 | 0.00090 | 2.154
rms error to 3 decay lengths: Knudsen 19.0 %
rms error, mouth-corrected: 6.9 %
largest Knudsen error in J: s=0.01: 0.1000; s=0.0025: 0.0587
true flux overtakes Knudsen at 63.9 nm
floor flux: rings 1.18e-03, Knudsen 3.32e-04
direct mouth-to-floor flux = 1.00e-04
J s z^3/R^3 at s=0.2: 1.130 (50 R), 1.050 (100 R)
10 % flux depth: rings 24.43 nm, Knudsen 26.59 nm
10 % flux depth, mouth-corrected: 25.33 nm
uptake per entrant: rings 0.1979, Knudsen 0.2309
uptake per entrant, ray tracing: 0.1974
uptake with 10 % specular hits: 0.2127
T = 400 K, p = 100 mTorr, O fraction = 0.05
mean O speed = 728 m/s
O density = 1.21e+14 cm^-3
entering flux = 2.20e+18 cm^-2 s^-1
gas mean free path = 0.76 mm (diameter 0.35 nm)
mean number of O atoms in the pore volume = 3.8e-05
site density = 5.0e+14 cm^-2
mouth site consumption time = 0.023 s
gas spreading time over decay length = 2.7e-10 s
10 % depth with atom radius 0.15 nm: 20.77 nm
adsorption 0.15 eV, hop barrier 0.075 eV, hop 0.3 nm
hops per stay = 8.8; decay length gain = 7.2 %
adsorption energy / kT = 4.35
pore area within 0.3 nm of wall = 51 %
\end{verbatim}
